**Oxidation-enhanced and oxidation-retarded diffusion: a two-channel model**

The program tests the law $D/D^*=fS_I+(1-f)S_V$, where $f$ is the interstitial share of diffusion under inert conditions and $S_I$, $S_V$ are the interstitial and vacancy concentrations relative to equilibrium. It asserts that this law agrees with the slowest decay rate of a three-state pairing and migration matrix. Long integrations of the defect balances are compared with the steady vacancy formula and with the ceiling on $S_I$ above which retardation ends. For 30 random parameter sets it asserts that the defect concentrations stay in the stated region and, in the 22 sets with mean retardation, that the upper bound on $f$ holds. Marker profiles from a finite-difference diffusion run agree with the predicted Gaussians to within 0.04% of the peak height. In the worked example, with round model parameters, an antimony-like dopant ($f=0.02$) is first enhanced by about 5% and then retarded to $D/D^*\approx0.30$, while an interstitial-type dopant ($f=0.95$) is enhanced almost fivefold. The retardation disappears when recombination is switched off or when vacancies are resupplied quickly.

## Check in Python

```python
"""Oxidation-enhanced and oxidation-retarded dopant diffusion in silicon.

Result under test: D/D* = f*S_I + (1-f)*S_V, where
  f    interstitial-mediated fraction of diffusion under inert conditions
  S_I  interstitial concentration / its equilibrium value
  S_V  vacancy concentration / its equilibrium value
Interstitial injection retards a dopant in the steady state only if
  1 < S_I < (1-f)/f - 1/a,   a = r_V*tau_V,
with r_V the equilibrium recombination rate per vacancy and tau_V the
vacancy resupply time. G is the injection rate in units of the equilibrium
interstitial concentration per second; tau_I is the interstitial sink time.
All parameters are round model values.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


def ratio(f, s_i, s_v):
    return f * s_i + (1 - f) * s_v


def run(G, tau_i, tau_v, r_i, r_v, t_end, dense=False):
    """Integrate S_I, S_V and their time integrals from equilibrium."""
    def rhs(t, y):
        excess = y[0] * y[1] - 1
        return [G - (y[0] - 1) / tau_i - r_i * excess,
                (1 - y[1]) / tau_v - r_v * excess, y[0], y[1]]
    sol = solve_ivp(rhs, (0, t_end), [1, 1, 0, 0], method="Radau",
                    rtol=1e-9, atol=1e-11, dense_output=dense)
    assert sol.success
    return sol


# Pairing and migration: slowest decay rate of a long-wave dopant ripple
def ripple_diffusivity(s_i, s_v):
    bind_i, bind_v = 3e-6 * s_i, 7e-6 * s_v
    move_i, move_v = 1e-4, 2e-4      # q^2 * pair diffusivity / breakup rate
    M = np.array([[-bind_i - bind_v, 1, 1],
                  [bind_i, -1 - move_i, 0],
                  [bind_v, 0, -1 - move_v]])
    return -np.max(np.linalg.eigvals(M).real)


d_inert = ripple_diffusivity(1, 1)
f_pair = ripple_diffusivity(1, 0) / d_inert
pair_num = ripple_diffusivity(8, 0.2) / d_inert
pair_law = ratio(f_pair, 8, 0.2)
assert abs(pair_num / pair_law - 1) < 1e-3   # finite q and pair fraction

# Worked example
f_sb, f_int = 0.02, 0.95
G, tau_i, tau_v = 0.2, 20.0, 5e5
r_i = r_v = 2e-4
t_end, D_inert, sigma0 = 7200.0, 1.0, 40.0
a = r_v * tau_v
main = run(G, tau_i, tau_v, r_i, r_v, t_end, dense=True)


def sb_ratio(t):
    y = main.sol(t)
    return ratio(f_sb, y[0], y[1])


def sb_surplus(t):
    y = main.sol(t)
    return ratio(f_sb, y[2], y[3]) - t


peak = minimize_scalar(lambda t: -sb_ratio(t), bounds=(1, 120),
                       method="bounded")
t_peak, r_peak = peak.x, -peak.fun
t_cross = brentq(lambda t: sb_ratio(t) - 1, t_peak, 2000)
t_even = brentq(sb_surplus, t_cross, 4000)
assert r_peak > 1 and sb_ratio(t_end) < 1

# Initial slope of D/D* is f*G
t_small = 0.01
y = run(G, tau_i, tau_v, r_i, r_v, t_small).y[:, -1]
slope = (ratio(f_sb, y[0], y[1]) - 1) / t_small
assert abs(slope / (f_sb * G) - 1) < 1e-2

# Steady state by long integration, and two controls
steady = run(G, tau_i, tau_v, r_i, r_v, 1e6).y[:2, -1]
sv_formula = (1 + a) / (1 + a * steady[0])
assert abs(steady[1] / sv_formula - 1) < 1e-5
r_steady = ratio(f_sb, *steady)
no_rec = run(G, tau_i, tau_v, 0, 0, t_end).y[:2, -1]
r_no_rec = ratio(f_sb, *no_rec)
assert abs(r_no_rec - (1 + f_sb * G * tau_i)) < 1e-6
tau_v_fast = 50.0
fast = run(G, tau_i, tau_v_fast, r_i, r_v, 1e5).y[:2, -1]
r_fast = ratio(f_sb, *fast)
a_min = f_sb / (1 - 2 * f_sb)
assert r_v * tau_v_fast < a_min < a
assert r_fast > 1 > r_steady

# Ceiling on S_I: vary the injection until the steady retardation vanishes
tau_v_mid = 500.0
a_mid = r_v * tau_v_mid


def steady_mid(g):
    return run(g, tau_i, tau_v_mid, r_i, r_v, 1e5).y[:2, -1]


g_cross = brentq(lambda g: ratio(f_sb, *steady_mid(g)) - 1, 0.5, 4)
ceiling_num = steady_mid(g_cross)[0]
ceiling_mid = (1 - f_sb) / f_sb - 1 / a_mid
assert abs(ceiling_num / ceiling_mid - 1) < 1e-4
ceiling_main = (1 - f_sb) / f_sb - 1 / a

# Deepest retardation when S_I*S_V = 1
low = minimize_scalar(lambda s: ratio(f_sb, s, 1 / s), bounds=(1, 40),
                      method="bounded", options={"xatol": 1e-8})
assert abs(low.fun - 2 * np.sqrt(f_sb * (1 - f_sb))) < 1e-9
assert abs(low.x - np.sqrt((1 - f_sb) / f_sb)) < 1e-4


def f_bound(mean_ratio):
    return (1 - np.sqrt(1 - mean_ratio**2)) / 2


# Region of allowed S_I, S_V and the bound on f, for random parameters
rng = np.random.default_rng(4)
n_sets, n_retarded = 30, 0
for _ in range(n_sets):
    ti = 10**rng.uniform(0.5, 2.5)
    tv = 10**rng.uniform(2, 6)
    ri, rv = 10**rng.uniform(-4, -2, 2)
    g = 10**rng.uniform(-1, 1.3) / ti
    f = 10**rng.uniform(-3, -0.05)
    s = run(g, ti, tv, ri, rv, 2e4)
    si, sv = s.y[0], s.y[1]
    assert np.all(si * sv > 1 - 1e-6) and np.all(sv < 1 + 1e-6)
    assert np.all(si > 1 - 1e-6) and np.all(si < 1 + g * ti + 1e-6)
    for f_high in (0.5, 0.7, 0.95):
        assert np.all(ratio(f_high, si, sv) > 1 - 1e-6)
    mean = ratio(f, s.y[2, -1], s.y[3, -1]) / s.t[-1]
    if mean < 1:
        n_retarded += 1
        assert f <= f_bound(mean) + 1e-6
assert n_retarded >= 3

# Marker widths: formula against a finite-difference diffusion run
int_i, int_v = main.y[2, -1], main.y[3, -1]


def width(mean_ratio):
    return np.sqrt(sigma0**2 + 2 * D_inert * t_end * mean_ratio)


def profile_error(f, sigma):
    dx, dt = 5.0, 10.0
    x = np.arange(-1600, 1600 + dx, dx)
    c = np.exp(-x**2 / (2 * sigma0**2)) / (sigma0 * np.sqrt(2 * np.pi))
    for n in range(int(round(t_end / dt))):
        state = main.sol((n + 0.5) * dt)
        h = D_inert * ratio(f, state[0], state[1]) * dt / (2 * dx**2)
        rhs = c.copy()
        rhs[1:-1] += h * (c[2:] - 2 * c[1:-1] + c[:-2])
        band = np.zeros((3, x.size))
        band[0, 2:] = -h
        band[1] = 1 + 2 * h
        band[1, 0] = band[1, -1] = 1
        band[2, :-2] = -h
        c = solve_banded((1, 1), band, rhs)
    exact = np.exp(-x**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
    return np.max(np.abs(c - exact)) / exact.max()


mean_sb = ratio(f_sb, int_i, int_v) / t_end
mean_int = ratio(f_int, int_i, int_v) / t_end
mean_naive = int_i / t_end
w_sb, w_int = width(mean_sb), width(mean_int)
err_sb, err_int = profile_error(f_sb, w_sb), profile_error(f_int, w_int)
assert max(err_sb, err_int) < 2e-3     # grid and time-step error
assert w_sb < width(1) < w_int
assert f_sb <= f_bound(mean_sb) < 0.5

print(f"pair model: f = {f_pair:.4f}")
print(f"pair model D/D* at S_I=8, S_V=0.2: {pair_num:.4f}")
print(f"two-channel law, same case: {pair_law:.4f}")
print(f"f antimony-like = {f_sb}, interstitial-type = {f_int}")
print(f"G = {G} 1/s, tau_I = {tau_i:.0f} s, tau_V = {tau_v:.0f} s")
print(f"r_I = r_V = {r_v:.1e} 1/s, a = {a:.0f}")
print(f"D* = {D_inert} nm^2/s = {D_inert * 1e-14:.1e} cm^2/s")
print(f"time = {t_end:.0f} s, initial sigma = {sigma0:.0f} nm")
print("t (s), S_I, S_V, D/D* antimony-like, D/D* interstitial-type")
for t in (0, 10, 30, 100, 300, 1000, 3600, 7200):
    si, sv = main.sol(t)[:2]
    print(f"{t:5d} {si:.3f} {sv:.3f} {ratio(f_sb, si, sv):.3f}"
          f" {ratio(f_int, si, sv):.3f}")
print(f"initial slope of D/D*: {slope:.5f} 1/s; f*G = {f_sb * G:.5f} 1/s")
print(f"largest early D/D* = {r_peak:.4f} at {t_peak:.1f} s")
print(f"D/D* falls below 1 at {t_cross:.0f} s")
print(f"accumulated broadening falls below inert at {t_even:.0f} s")
print(f"steady S_I = {steady[0]:.4f}, S_V = {steady[1]:.4f}")
print(f"steady S_V from formula = {sv_formula:.4f}")
print(f"steady D/D* antimony-like = {r_steady:.4f}")
print(f"control, no recombination: D/D* = {r_no_rec:.4f}")
print(f"control, tau_V = {tau_v_fast:.0f} s: a = {r_v * tau_v_fast:.3f}")
print(f"  S_I = {fast[0]:.4f}, S_V = {fast[1]:.4f}, D/D* = {r_fast:.4f}")
print(f"smallest a that allows retardation = {a_min:.4f}")
print(f"ceiling on S_I, a = {a:.0f}: {ceiling_main:.2f}")
print(f"ceiling on S_I, a = {a_mid:.1f}: formula {ceiling_mid:.2f},"
      f" integration {ceiling_num:.2f}")
print(f"deepest D/D* = {low.fun:.4f} at S_I = {low.x:.3f}")
print(f"random sets: {n_sets}, with mean retardation: {n_retarded}")
print(f"mean D/D* antimony-like = {mean_sb:.4f}")
print(f"mean D/D* interstitial-type = {mean_int:.4f}")
print(f"mean S_I (misconception's D/D*) = {mean_naive:.4f}")
print(f"sigma inert = {width(1):.1f} nm")
print(f"sigma antimony-like = {w_sb:.1f} nm")
print(f"sigma interstitial-type = {w_int:.1f} nm")
print(f"sigma antimony by misconception = {width(mean_naive):.1f} nm")
print(f"largest profile error / peak = {max(err_sb, err_int):.1e}")
print(f"upper bound on f from mean retardation = {f_bound(mean_sb):.4f}")
print("all good")
```

It prints:

```
pair model: f = 0.1765
pair model D/D* at S_I=8, S_V=0.2: 1.5766
two-channel law, same case: 1.5766
f antimony-like = 0.02, interstitial-type = 0.95
G = 0.2 1/s, tau_I = 20 s, tau_V = 500000 s
r_I = r_V = 2.0e-04 1/s, a = 100
D* = 1.0 nm^2/s = 1.0e-14 cm^2/s
time = 7200 s, initial sigma = 40 nm
t (s), S_I, S_V, D/D* antimony-like, D/D* interstitial-type
    0 1.000 1.000 1.000 1.000
   10 2.572 0.998 1.030 2.494
   30 4.100 0.989 1.051 3.945
  100 4.959 0.939 1.019 4.758
  300 4.988 0.805 0.889 4.779
 1000 4.994 0.501 0.591 4.769
 3600 5.000 0.224 0.319 4.761
 7200 5.000 0.202 0.298 4.760
initial slope of D/D*: 0.00400 1/s; f*G = 0.00400 1/s
largest early D/D* = 1.0517 at 36.4 s
D/D* falls below 1 at 127 s
accumulated broadening falls below inert at 237 s
steady S_I = 5.0000, S_V = 0.2016
steady S_V from formula = 0.2016
steady D/D* antimony-like = 0.2976
control, no recombination: D/D* = 1.0800
control, tau_V = 50 s: a = 0.010
  S_I = 4.9848, S_V = 0.9620, D/D* = 1.0425
smallest a that allows retardation = 0.0208
ceiling on S_I, a = 100: 48.99
ceiling on S_I, a = 0.1: formula 39.00, integration 39.00
deepest D/D* = 0.2800 at S_I = 7.000
random sets: 30, with mean retardation: 22
mean D/D* antimony-like = 0.4081
mean D/D* interstitial-type = 4.7530
mean S_I (misconception's D/D*) = 4.9866
sigma inert = 126.5 nm
sigma antimony-like = 86.5 nm
sigma interstitial-type = 264.7 nm
sigma antimony by misconception = 270.9 nm
largest profile error / peak = 3.3e-04
upper bound on f from mean retardation = 0.0435
all good
```
